# The Murphy–Good barrier function and the accuracy of Forbes' formula

## The choice to be made

A calculation of field emission needs the tunnelling exponent of a triangular barrier rounded by the image force. For each pair of work function and field, the code can evaluate two complete elliptic integrals or use an approximation. The one examined here is Forbes' formula, which needs one logarithm. The formula reproduces the barrier function $v$ to about a third of a per cent, but $v$ is multiplied by a large number and then exponentiated. Whether the short formula is good enough therefore depends on the field range and on the tolerance set for the emitted current, not on the error of $v$ alone.

With the scaled field $f$ defined below, the two candidates are

$$v(f)=a\,[E(m)-2b^2K(m)],\qquad v_F(f)=1-f+\frac f6\ln f ,$$

$$s=\sqrt{1-f},\quad a^2=\frac{1+s}2,\quad b^2=\frac{1-s}2,\quad m=\frac{2s}{1+s}.$$

The first is the exact value of the exponent integral for the model barrier. The second is an approximation to it. The elliptic integrals are written with the parameter $m$, the square of the modulus:

$$K(m)=\int_0^{\pi/2}\frac{d\theta}{\Delta},\quad E(m)=\int_0^{\pi/2}\Delta\,d\theta,\quad \Delta=\sqrt{1-m\sin^2\theta}.$$

A library routine that expects the modulus must be given $\sqrt m$.

## Barrier, units and exponent

Rydberg atomic units are used: $\hbar=1$, $2m_e=1$, $e^2=2$, with energies in Ry and lengths in bohr. An electron at distance $x$ from a flat, perfectly conducting surface is attracted by its image at distance $2x$ with force $e^2/(4x^2)$. Integrating this force from $x$ to infinity gives the potential energy $-e^2/(4x)=-1/(2x)$. The field adds $-Fx$, where $F>0$ is the force it exerts on the electron. For an electron at the Fermi level whose motion is normal to the surface, the barrier measured from its energy is

$$M(x)=\phi-Fx-\frac1{2x},$$

with $\phi$ the work function. In these units the decay constant under the barrier is $\sqrt M$. The amplitude falls by $\exp(-\int\sqrt M\,dx)$ and the probability by the square of this, so the simple JWKB exponent is

$$G=2\int_{x_-}^{x_+}\sqrt{M(x)}\,dx .$$

The limits are the zeros of $M$. Multiplying $M=0$ by $-x$ gives $Fx^2-\phi x+\tfrac12=0$, hence

$$x_\pm=\frac{\phi}{2F}(1\pm s),\qquad s=\sqrt{1-f},\qquad f=\frac{2F}{\phi^2}.$$

The top of the barrier lies where $M'=-F+1/(2x^2)=0$, at $x=1/\sqrt{2F}$. Its height is $\phi-\sqrt{2F}=\phi(1-\sqrt f)$. The scaled field therefore runs from 0 (no field) to 1, where the top has sunk to the Fermi level. For $f>1$ the zeros are complex and no barrier is left at the Fermi level; that range is not treated here.

Without the image term the barrier ends at $x=\phi/F$, and

$$G_\triangle=2\int_0^{\phi/F}\sqrt{\phi-Fx}\,dx=\frac{4\phi^{3/2}}{3F}.$$

The barrier function is defined as the ratio $v=G/G_\triangle$. For an electron whose normal energy places it at a depth $h$ below the zero-field barrier top, $\phi$ is replaced by $h$ throughout, including in $f$.

In SI units, with $\mathcal E$ the field strength, $F$ becomes $e\mathcal E$ and $e^2$ becomes $e^2/(4\pi\varepsilon_0)$. Since $f=e^2F/\phi^2$,

$$f=\frac{e^3\mathcal E}{4\pi\varepsilon_0\phi^2},\qquad G_\triangle=\frac{4\sqrt{2m_e}\,\phi^{3/2}}{3\hbar e\mathcal E}.$$

## Reduction to elliptic integrals

Put $x=\phi u/F$. Then $Fx=\phi u$, and $1/(2x)=F/(2\phi u)=\phi f/(4u)$. The integral of $\sqrt M$ acquires the factor $\phi^{3/2}/F$, and division by $G_\triangle$ leaves

$$v(f)=\frac32\int_{b^2}^{a^2}\sqrt{1-u-\frac f{4u}}\;du .$$

Work function and field enter only through $f$. The limits $(1\pm s)/2$ are $a^2$ and $b^2$, with $a^2+b^2=1$ and $a^2b^2=(1-s^2)/4=f/4$. The radicand is therefore $(a^2-u)(u-b^2)/u$. With $u=y^2$, $du=2y\,dy$, the factor $1/y$ from the root cancels and

$$v=3\int_b^a\sqrt P\,dy,\qquad P=(a^2-y^2)(y^2-b^2)=-y^4+y^2-a^2b^2 .$$

To lower the degree, differentiate $y\sqrt P$, which vanishes at both limits:

$$\frac{d}{dy}(y\sqrt P)=\sqrt P+\frac{yP'}{2\sqrt P}=\sqrt P+\frac{-2y^4+y^2}{\sqrt P}.$$

From the definition of $P$, $-2y^4=2P-2y^2+2a^2b^2$. Hence

$$\frac{d}{dy}(y\sqrt P)=3\sqrt P-\frac{y^2-2a^2b^2}{\sqrt P}.$$

Integration from $b$ to $a$ gives zero on the left, so

$$v=J_2-2a^2b^2J_0,\qquad J_n=\int_b^a\frac{y^n\,dy}{\sqrt P}.$$

Now set $y=a\Delta$, that is $y^2=a^2(1-m\sin^2\theta)$. The point $\theta=0$ is $y=a$, and $\theta=\pi/2$ must be $y=b$, which requires $m=1-b^2/a^2=s/a^2=2s/(1+s)$. The two factors of $P$ become $a^2m\sin^2\theta$ and $a^2m\cos^2\theta$, so $\sqrt P=a^2m\sin\theta\cos\theta$. Also $|dy|=a\,m\sin\theta\cos\theta\,d\theta/\Delta$. Therefore $|dy|/\sqrt P=d\theta/(a\Delta)$, and

$$J_0=\frac{K(m)}a,\qquad J_2=aE(m),\qquad v=a\,[E(m)-2b^2K(m)].$$

## Slope and differential equation

The error analysis needs derivatives of $v$. When the $u$ integral is differentiated with respect to $f$, the moving limits contribute nothing because the integrand vanishes there. The rest is

$$v'=-\frac3{16}\int_{b^2}^{a^2}\frac{du}{u\sqrt{1-u-f/(4u)}}=-\frac38J_0=-\frac{3K}{8a},$$

since $du/u=2\,dy/y$ and the root equals $\sqrt P/y$.

For the second derivative we need $dK/dm$. Differentiating under the integral and writing $m\sin^2\theta=1-\Delta^2$,

$$\frac{dK}{dm}=\frac12\int_0^{\pi/2}\frac{\sin^2\theta}{\Delta^3}d\theta=\frac1{2m}\left[\int_0^{\pi/2}\frac{d\theta}{\Delta^3}-K\right].$$

The remaining integral follows from

$$m\frac{d}{d\theta}\frac{\sin\theta\cos\theta}{\Delta}=\frac{m(1-2\sin^2\theta+m\sin^4\theta)}{\Delta^3}=\Delta-\frac{1-m}{\Delta^3},$$

where the last step uses $\Delta^4=1-2m\sin^2\theta+m^2\sin^4\theta$. The left side integrates to zero, so $\int\Delta^{-3}d\theta=E/(1-m)$ and

$$\frac{dK}{dm}=\frac{E-(1-m)K}{2m(1-m)}.$$

Next take $s$ as variable. From the definitions, $da/ds=1/(4a)$, $dm/ds=2/(1+s)^2=1/(2a^4)$, $m=s/a^2$ and $1-m=b^2/a^2$. Thus

$$\frac{dK}{ds}=\frac{E-b^2K/a^2}{4sb^2},$$

$$\frac{dJ_0}{ds}=\frac1a\frac{dK}{ds}-\frac K{4a^3}=\frac{E-(1+s)b^2K/a^2}{4asb^2}=\frac{E-2b^2K}{4asb^2}=\frac v{fs}.$$

The third form uses $1+s=2a^2$, and the last uses $v=a(E-2b^2K)$ with $4a^2b^2=f$. Since $ds/df=-1/(2s)$, we have $dJ_0/df=-v/[2f(1-f)]$, and with $v'=-\tfrac38J_0$

$$f(1-f)\,v''=\frac3{16}\,v .$$

Finite differences of the directly integrated $v$ confirm both the slope and this equation at $f=0.3$, 0.6 and 0.9.

## The two ends of the range

**Weak field.** As $f\to0$, the $u$ integral tends to $\tfrac32\int_0^1\sqrt{1-u}\,du=1$. The slope diverges, because $m\to1$. With $m_1=1-m$, the substitution $t=\cot\theta$ gives

$$K=\int_0^\infty\frac{dt}{\sqrt{(1+t^2)(t^2+m_1)}}=2\int_0^{m_1^{1/4}}\frac{dt}{\sqrt{(1+t^2)(t^2+m_1)}} .$$

The second form holds because $t\to\sqrt{m_1}/t$ maps the integrand onto itself and exchanges the two sides of $t=m_1^{1/4}$. In the short interval $1+t^2\to1$, so $K\to2\,\mathrm{arsinh}(m_1^{-1/4})\to\ln(4/\sqrt{m_1})$. Here $m_1=b^2/a^2\to f/4$ and $a\to1$, hence

$$v'\to-\frac38\ln\frac8{\sqrt f}=\frac3{16}\ln f-\frac98\ln2 .$$

The differential equation fixes the size of the remainder: $v''=3/(16f)+O(\ln f)$, so the corrections to $v'$ are $O(f\ln f)$. Integrating from $v(0)=1$,

$$v=1-\left(\frac98\ln2+\frac3{16}\right)f+\frac3{16}f\ln f+O(f^2\ln f).$$

The linear coefficient is 0.9673 and the logarithmic one 0.1875. Forbes' formula has 1 and 0.1667 in their places, so it is not this expansion cut short.

**Vanishing barrier.** At $f=1$, $s=m=0$, $a^2=b^2=\tfrac12$ and $K=E=\pi/2$. Then $v=0$ and

$$v'(1)=-\frac38\cdot\frac\pi2\cdot\sqrt2=-\frac{3\sqrt2\,\pi}{16}=-0.83304 .$$

The family $1-f+qf\ln f$ has the correct values at both ends for any $q$, and its slope at $f=1$ is $-1+q$. Matching the true slope requires $q=0.16696$. The value $1/6$ is close to this and gives the slope $-0.83333$. Forbes' formula is thus an interpolation that nearly shares the tangent of $v$ at the strong-field end.

## The error has one sign and one maximum

Let $d=v_F-v$. Since $v_F''=1/(6f)$, the differential equation gives

$$f\,d''=\frac16-\frac3{16}\,\frac v{1-f}.$$

The ratio $v/(1-f)$ falls steadily. Its derivative has the sign of $N=(1-f)v'+v$, for which $N(1)=0$ and $N'=(1-f)v''>0$, so $N<0$ below $f=1$. The ratio falls from 1 to $-v'(1)=0.83304$. The right-hand side therefore rises from $-1/48$ to about $+0.0105$, and $d''$ changes sign once, at some $f_*$, from negative to positive.

At the upper end $d(1)=0$ and $d'(1)=-0.00029$. On $(f_*,1)$ the slope $d'$ rises towards this negative value, so it is negative there, and $d$ descends to zero from above. On $(0,f_*)$ the function $d$ is concave, starts from $d(0)=0$ and ends positive, so it is positive throughout. Its slope decreases from $+\infty$, because $d'\to-\tfrac1{48}\ln f$ at leading order, to a negative value, and so passes through zero once. Forbes' formula overestimates $v$ everywhere inside the interval, with a single maximum of the error. Solving $d'=0$ gives

$$d_{\max}=0.00238\quad\text{at}\quad f=0.176 .$$

For the error relative to $v$, consider $(v_F/v)'=W/v^2$ with $W=v_F'v-v_Fv'$. Then

$$W'=v_F''v-v_Fv''=\frac vf\left[\frac16-\frac3{16}\frac{v_F}{1-f}\right].$$

The argument used for $v/(1-f)$ applies to $v_F$ too, since $v_F(1)=0$ and $v_F''>0$. The ratio $v_F/(1-f)$ falls from 1 to $5/6$, and the bracket rises from $-1/48$ to $+1/96$. So $W$ first falls from $+\infty$ and then rises to $W(1)=0$. It has one interior zero, and the relative error has one maximum, 0.332 % at $f=0.296$.

## From the error of $v$ to the error of $\exp(-G)$

What matters for $\exp(-G)$ is the absolute error of $G$. With $F=f\phi^2/2$,

$$\Delta G=\frac{4\phi^{3/2}}{3F}\,d=\frac8{3\sqrt\phi}\,\frac df\qquad(\phi\text{ in Ry}).$$

At fixed $\phi$ this decreases steadily as $f$ grows. The derivative of $d/f$ has the sign of $Q=fd'-d$, and $Q'=fd''$. Thus $Q$ starts from 0, first falls, then rises to $Q(1)=d'(1)<0$, and is negative throughout. The weak-field expansion gives

$$\Delta G\to\frac8{3\sqrt\phi}\left[-0.0327-\frac1{48}\ln f\right],$$

which grows without bound as $f\to0$, although $d$ itself vanishes.

For $\phi=0.36$ Ry, Forbes' formula makes $\exp(-G)$ too small by about 1 % at $f=0.5$, 4 % at 0.25, 9 % at 0.1 and 25 % at 0.01. At $f=0.01$, however, $G_\triangle=8/(3f\sqrt\phi)\approx444$ and $v=0.98$, so $\exp(-G)$ is about $e^{-436}$ and no measurable current depends on it. The growing error matters when weak-field values of $\exp(-G)$ are themselves the object of the calculation. For another work function at the same $f$, $\Delta G$ scales as $1/\sqrt\phi$. These percentages hold for an electron at the Fermi level. The emitted current sums over normal energies, and electrons with less normal energy meet a higher barrier, so its relative error is different and has to be computed from that sum.

The slope of $\ln[\exp(-G)]$ against $1/F$ behaves differently: its error does not grow at weak field. At fixed $\phi$, $G=\tfrac43\phi^{3/2}\,v/F$ and $df/d(1/F)=-fF$, so

$$-\frac{dG}{d(1/F)}=-\frac43\phi^{3/2}\,(v-fv').$$

Forbes' formula turns the bracket into $1-f/6$, because the logarithms cancel. Its error is $d-fd'=-Q>0$, so it makes the slope slightly too steep. At $f=0.25$ the exact bracket is $0.6900+0.25\times3K/(8a)=0.9554$, with $K=2.7350$ and $a=0.9659$. The approximate one is 0.9583, an excess of 0.3 % of the exact value, against 4 % in $\exp(-G)$ for $\phi=0.36$ Ry. As $f\to0$ the weak-field expansion gives $d-fd'\to f/48$, so the error of the slope vanishes where $\Delta G$ grows. Near $f=1$ the order is reversed: $\Delta G\to0$, while the bracket keeps the error $-d'(1)=0.00029$ on its exact value 0.83304.

## Worked example

Take the round model values $\phi=0.36$ Ry (4.90 eV) and $F=0.0162$ Ry/bohr (a field of 4.17 V/nm). Then

$$f=\frac{2\times0.0162}{0.36^2}=0.25,\qquad s=\sqrt{0.75}=0.8660 .$$

The turning points are $11.11\,(1\mp0.8660)$, or 1.49 and 20.73 bohr. The pure triangle extends from 0 to 22.22 bohr. The barrier top is lowered from 0.36 to $0.36(1-0.5)=0.18$ Ry.

The elliptic quantities are $b^2=0.06699$, $m=0.9282$ and $E=1.0807$, with $a$ and $K$ as above, so

$$v=0.9659\,(1.0807-2\times0.06699\times2.7350)=0.690 .$$

Direct integration of the barrier gives the same $v=0.689968$ to six decimals. Forbes' formula gives $0.75+(0.25/6)\ln0.25=0.6922$. For the exponents,

$$G_\triangle=\frac{4\times0.216}{3\times0.0162}=17.78,\quad G=12.27,\quad G_F=12.31 .$$

An integration in eV and nm from SI constants reproduces $G$, which checks the conversions. The factor $\exp(-G)$ is $4.7\times10^{-6}$, against $1.9\times10^{-8}$ for the bare triangle. Image rounding raises it by a factor of about 250, while replacing $v$ by $v_F$ lowers it by 4 %. Leaving out the rounding would be a far larger error than using the short formula.

## Implementation and limits of use

1. Compute $f$ from the barrier height of the electron concerned. Return $v=1$ at $f=0$ and reject $f>1$.
2. Compute $a^2=(1+s)/2$ and then $b^2=f/(4a^2)$. The form $(1-s)/2$ subtracts nearly equal numbers at small $f$.
3. At small $f$, evaluate $K$ by a routine that accepts $1-m=b^2/a^2$, since forming $m$ first loses the digits that determine the logarithm. The loss shows in the slope $v'$, but in double precision only at extremely small $f$: its relative size is about $10^{-13}$ at $f=10^{-4}$, $10^{-9}$ at $f=10^{-8}$ and a few times $10^{-6}$ at $f=10^{-12}$. In $v$ itself the factor $b^2$ suppresses the error, until $m$ rounds to 1 and $K$ becomes infinite.
4. Close to $f=1$, $E$ and $2b^2K$ nearly cancel. The absolute error of $v$ stays small, but its relative error grows as $1/(1-f)$.
5. If Forbes' formula is preferred, evaluate $\Delta G$ at the lowest $f$ in use. At fixed $\phi$ it is smaller at every higher field, so $1-e^{-\Delta G}$ at that point bounds the relative error of $\exp(-G)$ over the range. If several barrier heights occur, apply this bound to each height separately, because the lowest $f$ of all need not give the largest $\Delta G$.

These error limits compare two evaluations of one model exponent. They do not measure the accuracy of the model. The estimate $\exp(-G)$ presumes $G\gg1$ and omits the prefactor of the transmission probability. It is unreliable near $f=1$, where $G\to0$. The classical image law is assumed down to the inner turning point, here 1.5 bohr from the surface, where the response of a real metal need not follow it. The surface is taken as flat. At a convex emitter the field weakens with distance, which changes $G$. In the worked example a change of only 1 % in $G$ alters $\exp(-G)$ by about 12 %, so curvature can matter even when its radius is much larger than the barrier width. A deviation of 4 % in $\exp(-G)$ should be weighed against these omissions before the elliptic integrals are chosen for accuracy alone. Their cost is small, however, and they remove one source of error entirely. The numerical output lists the errors over the range of $f$.

## Computed results

```
work function phi = 0.36 Ry = 4.898 eV
field force F = 0.0162 Ry/bohr; field = 4.165 V/nm
scaled field f = 0.2500
inner turning point = 1.4886 bohr
outer turning point = 20.7336 bohr
triangular barrier width phi/F = 22.2222 bohr
barrier top above Fermi level = 0.1800 Ry
s = 0.866025, a = 0.965926, b^2 = 0.066987
m = 0.928203, K = 2.734994, E = 1.080728
v elliptic = 0.689968
v quadrature = 0.689968
v Forbes = 0.692238
exponent, triangular barrier = 17.7778
exponent G, image-rounded = 12.2661
exponent G, from SI constants = 12.2661
exponent G, Forbes = 12.3064
exp(-G), triangular = 1.902e-08
exp(-G), image-rounded = 4.709e-06
exp(-G), Forbes = 4.522e-06
image rounding raises exp(-G) by factor 247.6
small-f linear coefficient = 0.967291
small-f f*ln(f) coefficient = 0.187500; Forbes 0.166667
slope of v at f=1: -0.833041; Forbes -0.833333
q matching the slope at f=1: 0.166959
largest absolute error = 0.002377 at f = 0.1757
largest relative error = 0.3318 % at f = 0.2956
table at phi = 0.36 Ry; dG = G(Forbes) - G(exact v)
f      v        Forbes   error    rel.%   dG      exp(-dG)
0.0001 0.999731 0.999746 0.000016 0.0016  0.7075  0.4929
0.01   0.981682 0.982325 0.000643 0.0655  0.2857  0.7515
0.1    0.859439 0.861624 0.002185 0.2542  0.0971  0.9075
0.25   0.689968 0.692238 0.002269 0.3289  0.0403  0.9605
0.5    0.440950 0.442238 0.001288 0.2920  0.0114  0.9886
0.75   0.213654 0.214040 0.000386 0.1805  0.0023  0.9977
0.9    0.084115 0.084196 0.000081 0.0961  0.0004  0.9996
```
